# How fast does a 0.3 eV electron in silicon cool?

**Question.** An electron in silicon at 300 K sits 0.30 eV above the conduction-band edge. It can emit phonons of energy 63 meV, and at this energy it does so about once every 0.1 ps. How long does it take to cool, and how does that time change with the starting energy, the phonon energy and the strength of the coupling?

**Answer.** About half a picosecond. Counting only whole phonons shortens this slightly. A falling emission rate, phonon absorption and a more realistic band shape lengthen it, and all four corrections together give about three quarters of a picosecond.

## The energy budget

Let $E$ be the kinetic energy measured from the valley minimum, $E_0=0.30$ eV its starting value, $w=\hbar\omega=0.063$ eV the phonon energy, and $\tau=0.10$ ps the mean waiting time for an emission at $E_0$. There is one electron, no applied field, and a lattice in thermal equilibrium.

Each emission removes $w$, and emissions come at a rate $1/\tau$. If that rate is taken as constant, the mean power loss is

$$-\frac{dE}{dt}=\frac{w}{\tau}=\frac{0.063\ \text{eV}}{0.10\ \text{ps}}=0.63\ \text{eV/ps}.$$

Dividing the energy to be lost by the power gives

$$t\simeq\frac{E_0\tau}{w}=\frac{0.30}{0.63}\ \text{ps}=0.48\ \text{ps}.$$

The same result can be read as a count: the electron holds $E_0/w=4.76$ quanta and spends 0.1 ps on each. At fixed $\tau$ the time is proportional to $E_0$ and inversely proportional to $w$.

## Whole quanta and the spread

An electron cannot emit 4.76 phonons. After four emissions it has $0.300-4\times0.063=0.048$ eV, which is less than one quantum, and emission of this phonon stops. From here on, "cooled" means that the electron has first fallen below $w$.

With a constant rate, the probability of still waiting after a time $s$ is $e^{-s/\tau}$, so the waiting time has probability density $e^{-s/\tau}/\tau$. Its mean is $\tau$ and its mean square is $2\tau^2$, which leaves a variance $2\tau^2-\tau^2=\tau^2$. For $n$ independent waits the means add and the variances add:

$$\langle t\rangle=n\tau=0.40\ \text{ps},\qquad \Delta t=\sqrt n\,\tau=0.20\ \text{ps}\qquad(n=4).$$

The mean is below 0.48 ps because the last 0.048 eV is never emitted. The spread is half the mean, so individual electrons differ widely. A cooling time of this kind describes an average over many electrons.

The mean energy at a given moment follows from the same picture. If emission never stopped, the number $M$ of phonons emitted by time $t$ would have a Poisson distribution with mean $t/\tau$. The real number is the smaller of $M$ and $n$. That number equals the count of integers $i$ from 1 to $n$ for which $M\ge i$, so its average is a sum of probabilities:

$$\langle E(t)\rangle=E_0-w\sum_{i=1}^{n}P(M\ge i).$$

At $t=0.5$ ps the mean of $M$ is 5 and the formula gives 0.076 eV. On average 3.6 of the four phonons have then been emitted.

## Is 0.1 ps a reasonable emission time?

The waiting time can be estimated from the coupling between electron and lattice. The 63 meV phonon carries the electron from one valley of the conduction band to another. Write the interaction as $D\,u$, where $u$ is the lattice displacement and $D$ is an energy per length, taken as constant.

One vibrational mode of a crystal with volume $V$ and density $\rho$ behaves as an oscillator of mass $\rho V$. Raising it from $N$ to $N+1$ quanta has the squared displacement matrix element $\hbar(N+1)/(2\rho V\omega)$. Fermi's golden rule multiplies the squared coupling by $2\pi/\hbar$ and by the number of final states per unit energy, $V g(E-w)$:

$$\frac1{\tau(E)}=\frac{2\pi}{\hbar}\,\frac{D^2\hbar(N+1)}{2\rho V\omega}\,V g(E-w)=\frac{\pi D^2(N+1)}{\rho\omega}\,g(E-w).$$

The volume cancels. Here $g$ counts states of one spin, since the collision does not flip the spin, and one final valley is included.

A valley of silicon is an ellipsoid with one heavy mass $m_l$ and two light masses $m_t$. States with energy below $E$ fill an ellipsoid in wave-vector space with semi-axes $\sqrt{2m_lE}/\hbar$, $\sqrt{2m_tE}/\hbar$ and $\sqrt{2m_tE}/\hbar$. There are $1/(2\pi)^3$ states per unit of wave-vector space and unit volume of crystal, so their number per volume is

$$\frac{1}{8\pi^3}\,\frac{4\pi}{3}\,\frac{(2E)^{3/2}\sqrt{m_lm_t^2}}{\hbar^3}=\frac{(2mE)^{3/2}}{6\pi^2\hbar^3},\qquad m=(m_lm_t^2)^{1/3}.$$

Differentiating with respect to $E$ gives

$$g(E)=\frac{(2m)^{3/2}\sqrt E}{4\pi^2\hbar^3}.$$

Rough typical values for silicon are $m_l=0.92$ and $m_t=0.19$ free-electron masses, so $m=0.321$, with $\rho=2.33$ g/cm³ and $D=10^9$ eV/cm. The thermal energy is $kT=0.0259$ eV and the phonon occupation is $N=1/(e^{w/kT}-1)=0.096$. The final density of states is $g(0.237\ \text{eV})=3.02\times10^{20}$ eV⁻¹ cm⁻³, and $\omega=9.57\times10^{13}$ s⁻¹. The formula then gives $\tau=0.13$ ps. The stated 0.1 ps is therefore of the right size, though $D$ is not known well enough to fix its second digit.

## The electron slows its own cooling

The golden-rule rate is proportional to $g(E-w)$, hence to $\sqrt{E-w}$. As the electron descends, it finds fewer states to fall into. Let $E_i=E_0-(i-1)w$ be the energy before emission number $i$. With $\tau$ held at 0.10 ps at the start, the waits are

$$\tau_i=\tau\sqrt{\frac{E_0-w}{E_i-w}}.$$

For the fourth emission, $E_4=0.111$ eV and

$$\tau_4=0.10\sqrt{\frac{0.237}{0.048}}\ \text{ps}=0.22\ \text{ps}.$$

The four waits are 0.100, 0.117, 0.146 and 0.222 ps. Their sum is 0.585 ps, and the square root of the sum of their squares, which is the spread, is 0.31 ps. The last emission alone takes more than a third of the time.

The energy $E_n-w$ in the last wait is the remainder $E_0-nw$. If $E_0$ lies just above a whole number of quanta, the remainder is close to zero and the formula gives a very long last wait. That divergence belongs to the sharp threshold of the model. A state that lasts for $\tau$ has an energy width of order $\hbar/\tau=6.6$ meV, so a remainder smaller than this should not be taken literally. Here the remainder is 48 meV, so the divergence is not met, but in this model, where every step has the same size, the time is still sensitive to the starting energy. Small energy steps from other phonons would blur that dependence. With the same coupling, an electron starting at 0.330 eV needs five emissions, has a remainder of only 15 meV, and takes 0.90 ps.

## Absorption at room temperature

A warm lattice can also return energy. Absorption has the factor $N$ in place of $N+1$, and its final energy is $E+w$. The ratio of the two phonon factors is

$$\frac{N}{N+1}=e^{-w/kT}=0.087.$$

The ratio of absorption to emission at energy $E$ is therefore $0.087\sqrt{(E+w)/(E-w)}$. It is 0.11 at 0.300 eV and 0.17 at 0.111 eV, so absorption matters more near the bottom.

Number the possible energies as rungs of a ladder, with $j=0$ at 0.048 eV and a spacing $w$. Let $d_j$ and $u_j$ be the rates for going down and up from rung $j$, and $T_j$ the mean time to reach rung $j-1$ for the first time from rung $j$. The electron first waits $1/(d_j+u_j)$ on average. With probability $u_j/(d_j+u_j)$ it then goes up, and must come back to rung $j$ and start again:

$$T_j=\frac{1}{d_j+u_j}+\frac{u_j}{d_j+u_j}\,(T_{j+1}+T_j).$$

Multiplying by $d_j+u_j$ and cancelling $u_jT_j$ on both sides leaves $d_jT_j=1+u_jT_{j+1}$, or

$$T_j=\frac1{d_j}+\frac{u_j}{d_j}\,T_{j+1}.$$

The recursion starts at a top rung from which no upward step is allowed, here at 0.804 eV, and runs downward. The cooling time is $T_4+T_3+T_2+T_1=0.65$ ps. Its spread, from a numerical solution of the rate equations for the rung occupations, is 0.37 ps. Absorption has lengthened the mean by about 11% relative to emission alone.

The same rate equations, with absorption from the lowest rung now included, give a mean energy of 0.116 eV after 0.5 ps. This is higher than the earlier 0.076 eV because the emission rate now drops as the electron loses energy, and because phonons are absorbed.

## Where the cooling ends

In the long run the flow down between two neighbouring rungs must equal the flow up. With $p_j$ the occupation of rung $j$,

$$p_j\,(N+1)\,g(E_{j-1})=p_{j-1}\,N\,g(E_j),$$

where $E_j$ now denotes the energy of rung $j$. Hence $p_j/p_{j-1}=e^{-w/kT}g(E_j)/g(E_{j-1})$, which means $p_j\propto g(E_j)\,e^{-E_j/kT}$. This is the thermal distribution restricted to the rungs.

Its mean energy is 0.057 eV. Electrons free to take any energy would have the mean

$$\frac{\int_0^\infty E^{3/2}e^{-E/kT}dE}{\int_0^\infty E^{1/2}e^{-E/kT}dE}=\frac32kT=0.039\ \text{eV},$$

where an integration by parts of the numerator gives the factor $\tfrac32kT$. The ladder value is higher because this ladder has no rung below 0.048 eV. Processes with smaller energy steps are needed to fill in the energies between rungs. The lowest rung is only 9 meV above $\tfrac32kT$, so little cooling is left to do once it is reached.

Measured against the ladder's own final value, the mean excess energy starts at $0.300-0.057=0.243$ eV and is $0.116-0.057=0.059$ eV after 0.5 ps. About three quarters of the excess has gone in half a picosecond.

## Scaling for a much hotter electron

The estimate $E_0\tau/w$ scales simply while $\tau$ is held fixed. In a given material it is $D$ that is fixed, and $\tau$ changes with energy. The scaling is then different, and it becomes simple when $E_0$ is much larger than $w$ and $kT$.

The net power loss is the energy $w$ times the difference between the emission and absorption rates:

$$P(E)=w\,\frac{\pi D^2}{\rho\omega}\left[(N+1)\,g(E-w)-N\,g(E+w)\right].$$

Since $g\propto\sqrt E$, to first order $g(E\mp w)\simeq g(E)\,(1\mp w/2E)$. The bracket becomes

$$g(E)\left[1-(2N+1)\frac{w}{2E}\right].$$

The second term is small at high energy. Dropping it and using $w/\omega=\hbar$ gives

$$P(E)\simeq\frac{\pi\hbar D^2}{\rho}\,g(E).$$

The time is the integral of $dE/P$. With $g(E)=g(E_0)\sqrt{E/E_0}$ and $\int_0^{E_0}\sqrt{E_0/E}\,dE=2E_0$,

$$t\simeq\frac{2\rho E_0}{\pi\hbar D^2g(E_0)}\ \propto\ \frac{\rho\sqrt{E_0}}{D^2m^{3/2}}.$$

In this limit the phonon energy cancels: a larger quantum removes more energy per emission, but at the same $D$ it is emitted less often. The temperature cancels too, because stimulated emission and absorption balance to leading order. Doubling the coupling shortens the time four times, while doubling the starting energy lengthens it by $\sqrt2$.

The range $E<w$, where the approximation fails, supplies a fraction $\sqrt{w/E_0}$ of this integral. For the present electron that fraction is 0.46, so the limit shows the trend for hotter electrons but should not be used for a number at 0.30 eV. It also assumes a parabolic band, and silicon departs from that at the energies where $E_0\gg w$. With the band shape described in the next section and $D$ fixed, going from 0.6 to 1.2 eV lengthens the time by a factor of only about 1.27 instead of $\sqrt2$, and the growth slows further at higher energy.

## What else moves the number

**Band shape.** In silicon the energy rises more slowly than $k^2$. A common description is $k^2\propto E(1+\alpha E)$, with $\alpha$ roughly 0.5 eV⁻¹. The number of states below $E$ is proportional to $k^3$, and its derivative gives

$$g(E)\propto\sqrt{E(1+\alpha E)}\,(1+2\alpha E).$$

This falls more steeply toward the band edge than $\sqrt E$. With $\tau$ still held at 0.10 ps at 0.30 eV, the later emissions are slower. The time rises from 0.585 to 0.67 ps for emission alone, and from 0.65 to 0.75 ps with absorption, where the spread is 0.44 ps. The last mean is 1.57 times the simple estimate. If $D$ were held fixed instead, the extra states would make every emission faster.

**Acoustic phonons.** These have small energies. For nearly elastic scattering through an angle $\theta$, the phonon wave number obeys $q^2=2k^2(1-\cos\theta)$, which averages to $2k^2$ when all directions are equally likely. With $k=\sqrt{2mE_0}/\hbar=1.59$ nm⁻¹ and a rough sound speed $v_s=9\times10^5$ cm/s, a typical phonon energy is $\epsilon=\hbar v_s\sqrt2\,k=13$ meV.

If the small difference between the final states available to emission and to absorption is ignored, the two occur in the ratio $N_\epsilon+1$ to $N_\epsilon$, where $N_\epsilon$ is the occupation at energy $\epsilon$. The net loss per collision is then roughly

$$\frac{\epsilon}{2N_\epsilon+1}=\epsilon\tanh\frac{\epsilon}{2kT}=3.4\ \text{meV}.$$

Keeping that difference and averaging the golden-rule rate over phonon wave numbers gives 2.8 meV instead. If such collisions also came every 0.1 ps, an assumed rate, they would add 4 to 5% to the initial power loss of 0.63 eV/ps. This does not mean that the cooling time shortens by 5%, because the small steps also change how much energy is left for the slow last emissions. The time with both processes is not calculated here. Near 48 meV the difference between final states, ignored in the simple formula, cancels the net loss, which changes sign at about $2kT=52$ meV, so acoustic phonons by themselves hardly lower the mean energy there. They do spread the electrons over the energies between the rungs. Acting together with the 63 meV phonon, they let the mean settle at the thermal value of 0.039 eV instead of the ladder's 0.057 eV.

**Other electrons.** At an assumed density of $10^{16}$ cm⁻³ few final states are occupied. The effective density of states for six valleys and two spins is $N_c=12\int_0^\infty g(E)e^{-E/kT}dE=2.7\times10^{19}$ cm⁻³, and the ratio of the two densities is $4\times10^{-4}$. Blocking of final states is then negligible. Energy exchange between electrons is a separate effect, which this model leaves out.

## Beside real silicon

The masses, phonon energy and coupling used here are rough typical values for silicon. The coupling is the least certain of them, and every time above is proportional to $\tau$. Using the calculated 0.13 ps in place of 0.10 ps would raise the simple estimate from 0.48 to about 0.6 ps. Real silicon also has other intervalley phonons and other final valleys, which open further channels; their effect on the cooling time is not calculated here. In a working transistor the assumption of zero field fails wherever the field is strong. A field $F$ supplies power $eFv$ to an electron drifting at speed $v$ along the force, and the electron does not cool as described unless this is well below its rate of loss to the lattice. With absorption counted, that rate falls from 0.56 eV/ps at 0.300 eV to 0.24 eV/ps at 0.111 eV. The estimate therefore suits an electron that has left the high-field region and entered a lightly doped, low-field one. There, half a picosecond is a first figure for the order of magnitude. The calculated 0.13 ps belongs to the parabolic band, where the time with absorption then rises from 0.65 to 0.87 ps. In the nonparabolic band the same $D$ gives $\tau=0.10$ ps and a time of 0.77 ps. The channels left out add further uncertainty.
